# Choosing Mean-Field Coverages or Kinetic Monte Carlo for Surface Recombination

## Definitions and the setting

A surface is represented by $N$ equivalent sites on a periodic lattice. Each site has $z$ neighbours, so there are $zN/2$ bonds. The occupation $n_i$ is 1 if site $i$ holds a radical and 0 if it is empty. Four processes act:

- adsorption, with rate $a$ on each empty site;
- single-atom loss, with rate $k$ for each adatom;
- recombination, with rate $r$ on each bond with two atoms, both of which leave as a molecule;
- hopping, with rate $h$ on each bond with exactly one atom, which crosses the bond.

Adatoms influence one another only through exclusion and recombination. Rates are in ms$^{-1}$, more natural here than atomic units. The loss $k$ is either Eley–Rideal removal by a gas radical or thermal desorption.

Let $\theta=\langle n_i\rangle$ be the coverage, $P=\langle n_in_j\rangle$ the probability that two neighbouring sites are both filled, and $g=P/\theta^2$. When barriers from electronic-structure calculations have been turned into these rates, one setting remains: how to treat the coverage. The mean-field option sets $g=1$. The lattice option, kinetic Monte Carlo (KMC), samples the occupations and makes no assumption about $g$.

## What mean field replaces

Site $i$ gains $a(1-n_i)$, loses $kn_i$, and loses $rn_in_l$ through each of its $z$ bonds. Hopping contributes $h\sum_l(n_l-n_i)$, whose average vanishes on a homogeneous surface. Hence

$$\frac{d\theta}{dt}=a(1-\theta)-k\theta-zr\,g\,\theta^2 .\tag{1}$$

This equation is exact for the model, but $g$ is unknown. Setting $g=1$ and $d\theta/dt=0$ gives $zr\theta^2+(a+k)\theta-a=0$, whose positive root is

$$\theta_{\rm MF}=\frac{2a}{a+k+\sqrt{(a+k)^2+4azr}} .\tag{2}$$

The true stationary coverage has the same form with $r$ replaced by $rg$. The root falls as $rg$ rises, so $g<1$ means $\theta>\theta_{\rm MF}$, and $g>1$ means the reverse.

The recombination probability $\gamma$ is the fraction of arriving atoms that do not return to the gas as atoms. Take unit sticking on empty sites, so that $a$ is also the arrival rate per site. If $k$ is Eley–Rideal removal (which needs $k\le a$), arriving atoms are consumed by adsorption and by direct reaction:

$$\gamma=1-\theta+k\theta/a .\tag{3}$$

If $k$ is desorption, the desorbed atoms must be subtracted:

$$\gamma=1-\theta-k\theta/a .\tag{4}$$

## How the lattice option works

Let $N_0$ and $N_1$ count empty and filled sites, and let $B_0,B_1,B_2$ count bonds with zero, one and two atoms. The total event rate is

$$R=aN_0+kN_1+hB_1+rB_2 .\tag{5}$$

One step of the rejection-free algorithm is as follows.

1. Draw $u$ uniformly from $(0,1]$ and advance the clock by $\tau=-\ln u/R$.
2. Choose a process with probability equal to its share of $R$.
3. Choose a member of the corresponding list uniformly, and carry out the event.
4. Update the changed sites and the bonds that touch them.

The clock is right because $\tau>t$ means $u<e^{-Rt}$, which has probability $e^{-Rt}$, the chance that no event occurs during $t$ at constant total rate $R$. Every event drawn is possible, so none is rejected. Deleting a list entry by putting the last entry in its place makes the update cost independent of $N$. Stationary averages weight each configuration by the time spent in it.

As a test of the clock, 6000 runs on a six-site ring, started empty, gave a coverage of $0.297\pm0.002$ at 0.8 ms. The master equation gives 0.2945.

## Where correlations come from

Suppose that the sites are momentarily independent with coverage $\theta$. For a neighbouring pair, adsorption changes $P$ at the rate $2a\theta(1-\theta)$ and single-atom loss at $-2k\theta^2$. Recombination on the shared bond contributes $-r\theta^2$. Each of the $2(z-1)$ other bonds touching the pair contributes $-r\theta^3$. Hopping leaves an independent state unchanged. From this, subtract

$$\frac{d\theta^2}{dt}=2\theta\left[a(1-\theta)-k\theta-zr\theta^2\right].$$

The adsorption and loss terms cancel, leaving

$$\frac{d(P-\theta^2)}{dt}=-r\theta^2-2(z-1)r\theta^3+2zr\theta^3=-r\theta^2(1-2\theta).\tag{6}$$

Recombination replaces two adjacent atoms by two adjacent vacancies. At low coverage the loss of atom pairs dominates and neighbours become rarer than chance. At high coverage the new vacancy pairs dominate. Clustered vacancies imply clustered atoms, so the sign reverses.

For $r>0$ and $0<\theta<1$, an independent state can be stationary only at $\theta=1/2$. To find the rates for which it is, give every configuration equal probability. A given configuration can have been entered by adsorption at any of its atoms, by loss at any of its vacancies, or by recombination at any of its empty bonds. Hops enter and leave at the same rate $hB_1$. Inflow minus outflow is therefore proportional to

$$(aN_1+kN_0+rB_0)-(aN_0+kN_1+rB_2)=(a-k)(N_1-N_0)+r(B_0-B_2).$$

Counting bond ends gives $zN_0=2B_0+B_1$ and $zN_1=2B_2+B_1$, so $B_0-B_2=-z(N_1-N_0)/2$. The difference becomes

$$(N_1-N_0)\left(a-k-\frac{zr}{2}\right).\tag{7}$$

It vanishes for every configuration when $a=k+zr/2$. With $a,k>0$ every configuration can be reached from every other, so this stationary state is unique. Mean field then gives the exact stationary coverage at any hopping rate, even $h=0$. The result does not cover the transient, during which $\theta\ne1/2$ and equation (6) creates correlations.

## A criterion for mobile atoms

Let $C(\mathbf R)=\langle n_0n_{\mathbf R}\rangle-\theta^2$ for $\mathbf R\ne0$, and let $C_1$ be its value at neighbouring sites. Define $\Delta C(\mathbf R)=\sum_\delta[C(\mathbf R+\delta)-C(\mathbf R)]$, where $\delta$ runs over the neighbour vectors. For a non-adjacent pair, write the stationary equation for $\langle n_0n_{\mathbf R}\rangle$ and subtract $2\theta$ times the stationary form of (1):

$$0=2h\Delta C-2(a+k)C-2r\sum_l\left[\langle n_0n_ln_{\mathbf R}\rangle-\theta P\right],$$

where $l$ runs over the neighbours of the origin. The factors of 2 arise because both sites take part.

An event on one bond of an independent state creates no three-site correlation, so at leading order the three-site cumulant can be dropped. The bracket becomes $\theta[C(\mathbf R)+C(\mathbf R-l)]$. If hopping is fast, $C$ varies slowly from site to site and the sum is about $2z\theta C(\mathbf R)$. The damping term is then $-2\kappa C$, with

$$\kappa=a+k+2zr\theta .\tag{8}$$

This is also the rate at which a small coverage disturbance decays in mean field, as differentiating (1) with $g=1$ shows. To first order in small $r$, products $rC$ are negligible and $\kappa=a+k$.

At adjacent sites there are two changes. The source (6) appears, with strength $-S$, where $S=r\theta^2(1-2\theta)$, and no hop can bring the two atoms onto one site. Further local terms of order $rC_1$ are small compared with the source when $|C_1|\ll\theta^2|1-2\theta|$, and are dropped.

The missing hop is handled by assigning a fictitious value $C(0)=C_1$, so that the ordinary $\Delta$ carries nothing into the origin. There $\Delta C=0$, and for all $\mathbf R$

$$(2\kappa-2h\Delta)C=-S\sum_\delta\delta_{\mathbf R,\delta}+2\kappa C_1\delta_{\mathbf R,0}.$$

Let $G$ solve $(2\kappa-2h\Delta)G=\delta_{\mathbf R,0}$, with values $G_0$ at the origin and $G_1$ at its neighbours. Superposition, evaluated at the origin, gives $C_1=-zSG_1+2\kappa C_1G_0$. Therefore

$$C_1=-\frac{zSG_1}{1-2\kappa G_0},\qquad g\simeq1-x,\qquad x=\frac{r(1-2\theta)zG_1}{1-2\kappa G_0}.\tag{9}$$

For $h\gg\kappa$, mean field is justified when $|x|\ll1$. On a periodic square lattice, with $\lambda_{\mathbf q}=4-2\cos q_x-2\cos q_y$,

$$G_0=\frac1N\sum_{\mathbf q}\frac1{2\kappa+2h\lambda_{\mathbf q}},\qquad G_1=\frac1N\sum_{\mathbf q}\frac{1-\lambda_{\mathbf q}/4}{2\kappa+2h\lambda_{\mathbf q}} .\tag{10}$$

### Large lattice, fast hopping

Set $m=\kappa/h\ll1$. On an infinite square lattice the integral over $q_y$ is elementary:

$$2hG_0=\frac1\pi\int_0^\pi\frac{dq}{\sqrt{(m+s)(m+s+4)}},\qquad s=4\sin^2\frac q2 .$$

Split the range at $q=2\epsilon$, with $\sqrt m\ll\epsilon\ll1$. The inner part is

$$\frac1{2\pi}\int_0^{2\epsilon}\frac{dq}{\sqrt{m+q^2}}\simeq\frac1{2\pi}\ln\frac{4\epsilon}{\sqrt m}.$$

In the outer part $m$ can be dropped. With $c=\cos(q/2)$ it is

$$\frac1{2\pi}\int_0^{\cos\epsilon}\frac{dc}{(1-c^2)\sqrt{2-c^2}}=\frac1{2\pi}\,{\rm artanh}\frac{\cos\epsilon}{\sqrt{2-\cos^2\epsilon}}\simeq\frac1{2\pi}\ln\frac{\sqrt2}{\epsilon}.$$

The arbitrary $\epsilon$ cancels in the sum, so $G_0\simeq\ln(32h/\kappa)/(8\pi h)$. The defining equation of $G$ at the origin gives $8h(G_0-G_1)=1-2\kappa G_0\simeq1$, hence $G_1\simeq G_0-1/(8h)$ and

$$x\simeq\frac{r(1-2\theta)}{2\pi h}\left[\ln\frac{32h}{\kappa}-\pi\right].\tag{11}$$

This formula assumes that hopping outruns $\kappa$. Within that regime, $|x|$ is small if hopping also outruns, up to the logarithm, $r/2\pi$.

### Complete mixing on a finite lattice

If $h\to\infty$ at fixed $N$, only $\mathbf q=0$ survives in (10), and $G_0=G_1=1/(2\kappa N)$. Then

$$(N-1)C_1\to-\frac{zr\theta^2(1-2\theta)}{2\kappa},$$

at leading order in large $N$. Hops do not change the total atom number. In a fully mixed state its variance per site is $\theta(1-\theta)+(N-1)C_1$, so the correction of order $1/N$ measures how far recombination drives this variance from the binomial value of independent sites. It vanishes at $r=0$ and at $a=k+zr/2$, although the number still fluctuates there. For $z=4$, $a=1$, $k=0.02$ and $r=50$ ms$^{-1}$, the rates of the worked example below, a calculation that follows the atom number alone, with $N=2000$, gives $-0.01422$, against $-0.01419$ from this formula.

### From $x$ to the coverage error

Replace $r$ by $r(1-x)$ in the stationary mean-field equation and expand to first order. The condition $-\kappa\,\delta\theta+zr\theta^2x=0$ gives

$$\frac{\delta\theta}{\theta_{\rm MF}}\simeq\frac{zr\theta_{\rm MF}}{\kappa}\,x .\tag{12}$$

Since $\kappa>2zr\theta_{\rm MF}$, the relative coverage error is below $|x|/2$ in magnitude at this order. To keep it within a tolerance $\varepsilon$, it suffices at this order that $|x|\le2\varepsilon$.

## Immobile atoms

With $h=0$ there are two useful limits.

**Dilute surface.** As $a\to0$, $\theta\to a/k$. A neighbouring pair forms when an atom adsorbs beside an existing one, on either site of the pair, at the rate $2a\theta$. It disappears at the rate $(2k+r)P$. Larger clusters are of higher order in $a$. Hence

$$P=\frac{2a\theta}{2k+r},\qquad g\to\frac{2k}{2k+r}.\tag{13}$$

Mean field overestimates pair recombination by the factor $1+r/(2k)$, which has no upper limit. A dilute surface is therefore not automatically a mean-field surface: atoms that cannot move do not find distant partners.

**Instantaneous recombination.** As $r\to\infty$, an atom landing on a site with no occupied neighbour adds one adatom. An atom landing beside an occupied site leaves at once with a neighbour, a net loss of one. Let $E$ be the probability that a site and all its neighbours are empty. The balance is

$$aE-a(1-\theta-E)-k\theta=0\quad\Rightarrow\quad2E=1-\theta+\frac{k\theta}{a}.$$

The probability that at least one of these $z+1$ sites is filled is at most $(z+1)\theta$, so $E\ge1-(z+1)\theta$. Combining the two relations,

$$\theta\ge\frac1{2z+1+k/a}.\tag{14}$$

Equation (2), in contrast, sends $\theta_{\rm MF}$ to zero as $\sqrt{a/(zr)}$. The missing atoms of mean field are isolated ones, which have no partner however fast recombination is.

## A worked choice

Take a model square lattice of $32\times32$ sites with $a=1$, $k=0.02$ (Eley–Rideal) and $r=50$ ms$^{-1}$. Equation (2) gives

$$\theta_{\rm MF}=\frac2{1.02+\sqrt{1.02^2+800}}=0.0682,$$

and (8) gives $\kappa=1.02+400\times0.0682=28.3$ ms$^{-1}$. The uncertainties below are standard errors from ten time blocks. "Corrected" means equation (2) with $r(1-x)$, where $x$ comes from (9) and (10).

| $h$ (ms$^{-1}$) | KMC $\theta$ | $g$ | $x$ | corrected $\theta$ |
|---:|---:|---:|---:|---:|
| 0 | $0.1597\pm0.0008$ | 0.163 | – | – |
| 10 | $0.0869\pm0.0004$ | 0.60 | 0.43 | 0.0893 |
| 100 | $0.0733\pm0.0006$ | 0.87 | 0.137 | 0.0732 |
| 400 | $0.0694\pm0.0011$ | 0.95 | 0.054 | 0.0701 |

Without hopping, the true coverage is 2.3 times the mean-field value. At $h=10$ the criterion correctly signals trouble, and the first-order correction overshoots. At $h=100$, equation (12) predicts a relative shift of $(200\times0.0682/28.3)\times0.137=0.066$; the simulation gives 0.074 with an uncertainty of about 0.009. At $h=400$ the tabulated run, only 2 ms long, cannot distinguish the corrected value from plain mean field; a longer run gives $0.0701\pm0.0003$, which matches the corrected value and lies clearly above 0.0682.

The logarithmic formula (11) gives $x=0.109$ at $h=100$, below the lattice sum, because $h/\kappa$ is only 3.5. At $h=400$ it gives 0.051, close to 0.054.

The recombination probability conceals much of this error. For $h=0$, equation (3) gives $\gamma=1-0.98\times0.1597=0.843$, against 0.933 in mean field. Most arriving atoms find an empty site in either description, so adsorption limits the loss. Agreement in $\gamma$ is thus weak evidence for the coverage.

Raising $r$ to 5000 at $h=0$ lowers $\theta_{\rm MF}$ to 0.007, while the simulated coverage is $0.150\pm0.001$. The limiting bound (14) is $1/9.02=0.111$.

Desorption makes $\gamma$ more sensitive, since (4) multiplies a coverage error by $1+k/a$. With $k=10$, $r=50$ and $h=0$, the simulation gives $\gamma=0.315\pm0.003$ and mean field gives 0.468, an overestimate of 49% relative to the simulation. The measured $g=0.39$ lies above the dilute limit $20/70=0.29$; at this coverage, 0.062, that limit has not been reached.

Finally, $r=0.49$ with $k=0.02$ satisfies $a=k+2r$. Immobile atoms then give $\theta=0.4977\pm0.0014$ and $g=1.001$, consistent with the exact values $1/2$ and 1.

## Choosing the option

1. Compute $\theta_{\rm MF}$, $\kappa$ and $x$ from (2), (8), (9) and (10). This costs one lattice sum.
2. If $h\gg\kappa$ and $|x|\le2\varepsilon$, use mean field for a small relative coverage tolerance $\varepsilon$. This is a first-order estimate, so leave some margin when $\varepsilon$ exceeds a few per cent.
3. If $|x|$ is somewhat larger but still small, and $h$ is at least a few times $\kappa$, replace $r$ by $r(1-x)$. In the example this worked at $x=0.14$, where $h/\kappa=3.5$, and was about 3% too high at $x=0.43$, where $h/\kappa=0.35$.
4. If $x$ is not small, or hopping does not outrun $\kappa$, use the lattice option. Mean field can still serve for slow atoms if recombination is slow, $r\ll a+k$, or if the system is close to $a=k+zr/2$.
5. In a simulation, make the lattice much wider than the correlation length, discard the initial relaxation, and use blocks longer than the remaining memory. For fast hopping the correlation length is about $\sqrt{h/\kappa}$ lattice spacings. For slow or immobile atoms this estimate does not apply, so repeat the run on a larger lattice to check the size.

The cost favours this division. The number of hops per site and unit time is $hz(\theta-P)$. At $h=400$ this is about $1600\times0.065\approx100$ ms$^{-1}$, against roughly one adsorption per ms. Among the cases in the table, the lattice option is therefore most expensive per unit of simulated time where the corrected mean-field equation suffices.

The criterion assumes equivalent sites and no adsorbate interactions beyond exclusion and reaction. If computed adsorption energies or barriers depend on neighbouring atoms, the interactions themselves can correlate the sites even at $r=0$, and a small $x$ no longer justifies mean field. Those rates belong in the lattice simulation, with the event lists extended to distinguish the local environments. The numerical output below gives the remaining checks.

## Computed results

```
Rates in 1/ms; coverages, g, x and gamma are dimensionless
Lattice 32 x 32, averaging blocks 10
Main case: a=1.00, k=0.02, r=50.0
Mean field: theta=0.06821, gamma=0.9332
Mean-field relaxation rate kappa=28.303 1/ms
KMC h=0: theta=0.1597 +/- 0.0008, g=0.163
  theta/theta_MF=2.342, gamma=0.8435
KMC h=10: theta=0.0869 +/- 0.0004, g=0.602
  theta/theta_MF=1.274, gamma=0.9149
  criterion x=0.4296, corrected theta=0.0893
KMC h=100: theta=0.0733 +/- 0.0006, g=0.869
  theta/theta_MF=1.074, gamma=0.9282
  criterion x=0.1369, corrected theta=0.0732
KMC h=400: theta=0.0694 +/- 0.0011, g=0.949
  theta/theta_MF=1.017, gamma=0.9320
  criterion x=0.0540, corrected theta=0.0701
Immobile, r=5000: theta=0.1497 +/- 0.0007
  mean field=0.00705, lower bound=0.1109
  gamma KMC=0.8533, MF=0.9931
Immobile, r=0.49: theta=0.4977 +/- 0.0014
  P=0.2479 +/- 0.0014, g=1.0010
Immobile, desorption k=10, r=50:
  theta KMC=0.0623 +/- 0.0003, MF=0.0484
  gamma KMC=0.315 +/- 0.003, MF=0.468
  g=0.392
Exact ring of 9 sites, a=1, k=0.02, h=0:
  r=0.20: theta=0.7500, g=1.0446
  r=0.98: theta=0.5000, g=1.0000
  r=5.00: theta=0.3194, g=0.6608
Ring, r=1e5: theta=0.2311, bound=0.1992
Dilute ring (a=1e-4, k=1, r=5): g=0.2858, limit=0.2857
Weak-r exact/predicted: ring=1.00000, 3x3=0.99999
Mixed chain, N=2000: (N-1)C=-0.01422, limit=-0.01419
Contact factor, h/kappa=1000: lattice/log=1.0010
Transient, 6-site ring, t=0.8 ms, 6000 runs:
  theta KMC=0.2973 +/- 0.0022, exact=0.2945
  P KMC=0.0730 +/- 0.0016, exact=0.0728
Events in stationary simulations: 1072939
```
